# Jamming Coverage of Long Rods on a One-Dimensional Lattice

A molecule that chemisorbs in an atomic layer deposition pulse can block more surface sites than it bonds to. If it neither moves nor leaves, the layer stops growing while free sites remain, because the gaps left between molecules are too short for another one. This is steric saturation. In one dimension it can be solved: rods covering $k$ consecutive sites land at random on a row, and one asks what fraction of the row is covered when no further rod fits. For very long rods the lattice should cease to matter, and the coverage should approach that of rods landing on a continuous line, the Rényi parking coverage, about 0.7476. The question here is how the lattice value approaches this limit.

Let the row be infinite and initially empty. Rods attempt to land at unit rate for each lattice position, which fixes the unit of time. An attempt succeeds if all $k$ sites are free; otherwise the rod departs without effect. Let $P_n(t)$ be the probability that $n$ given consecutive sites are all empty. For $n\ge k$ this event is destroyed in two ways. A rod may land entirely inside the $n$ sites, at any of $n-k+1$ positions. Or it may stick out by $j$ sites at one end, $1\le j\le k-1$, which requires $n+j$ empty sites. With two ends,

$$\frac{dP_n}{dt}=-(n-k+1)P_n-2\sum_{j=1}^{k-1}P_{n+j},\qquad P_n(0)=1 .$$

Try $P_n=P_k\,e^{-(n-k)t}$. The left side becomes $e^{-(n-k)t}[\dot P_k-(n-k)P_k]$, and the term $(n-k)P_k$ cancels against its partner on the right. What remains no longer contains $n$:

$$\dot P_k=-P_k\Big(1+2\sum_{j=1}^{k-1}e^{-jt}\Big).$$

One function therefore satisfies the whole hierarchy and its initial conditions. Since the hierarchy fixes every time derivative at $t=0$, this is its solution as a power series in time. Integration gives

$$P_k(t)=\exp\Big[-t-2\sum_{j=1}^{k-1}\frac{1-e^{-jt}}{j}\Big].$$

A given site can be covered by a rod in $k$ positions, each filled at rate $P_k$, so the jamming coverage is

$$\theta_k=k\int_0^\infty P_k(t)\,dt .$$

For $k=1$ this gives $\theta_1=1$. For $k=2$, the substitution $v=e^{-t}$ gives $\theta_2=2\int_0^1e^{-2(1-v)}dv=1-e^{-2}\approx0.8647$. The kinetics were also tested on a Markov chain of trimers on a ring of 21 sites at $t=0.6$: the probabilities of three to six empty sites, and the coverage, agree with the formulas to better than $10^{-7}$.

For large $k$ the sum in the exponent must be brought into a form that holds at all times. Write it as an integral over $u$ from 0 to $t$ of $\sum_{j=1}^{k-1}e^{-ju}$, and sum the geometric series:

$$\sum_{j=1}^{k-1}e^{-ju}=\frac{1-e^{-ku}}{1-e^{-u}}-1 .$$

The $-1$ contributes $+2t$ to $\ln P_k$, so that

$$\ln P_k=t-2\int_0^t\frac{1-e^{-ku}}{1-e^{-u}}\,du .$$

Now separate the singular part of the denominator,

$$\frac1{1-e^{-u}}=\frac1u+\frac12+b(u),\qquad b(u)=\frac12\coth\frac u2-\frac1u=\sum_{m=1}^\infty\frac{2u}{u^2+4\pi^2m^2}.$$

The series shows that $0\le b(u)\le u/12$, because $\sum_m 1/m^2=\pi^2/6$. The three parts give

$$2\int_0^t\frac{1-e^{-ku}}u\,du=2G(kt),\qquad G(s)=\int_0^s\frac{1-e^{-x}}x\,dx,$$

$$\int_0^t(1-e^{-ku})\,du=t-\frac{1-e^{-kt}}k,$$

$$2\int_0^t b(u)(1-e^{-ku})\,du=2\ln\frac{\sinh(t/2)}{t/2}-r,\qquad r=2\int_0^t b(u)e^{-ku}du .$$

The logarithm comes from integrating $b$ directly, with its value zero at $t=0$. The bound on $b$ gives $0\le r\le\frac16\int_0^\infty ue^{-ku}du=1/(6k^2)$. On subtraction the terms linear in $t$ cancel. With $s=kt$, the time counted in landing attempts per rod length, one has without approximation

$$\theta_k=\int_0^\infty e^{-2G(s)}\,w(s/k)\,\exp\Big[\frac{1-e^{-s}}k+r\Big]ds,\qquad w(t)=\Big[\frac{t/2}{\sinh(t/2)}\Big]^2 .$$

As $k\to\infty$ at fixed $s$, both $w$ and the last exponential tend to 1, which leaves the Rényi coverage

$$\theta_R=\int_0^\infty e^{-2G(s)}ds=0.747598 .$$

The first correction needs the behaviour of $G$ at large $s$. Splitting its integral at $x=1$ gives $G(s)=\ln s+C+E_1(s)$, where $E_1(s)=\int_s^\infty e^{-x}dx/x$ and

$$C=\int_0^1\frac{1-e^{-x}}xdx-\int_1^\infty\frac{e^{-x}}xdx=-\int_0^\infty e^{-x}\ln x\,dx=\gamma .$$

The second equality is an integration by parts in each piece, and $\gamma$ is Euler's constant. Hence

$$e^{-2G(s)}=\frac{e^{-2\gamma}}{s^2}\,e^{-2E_1(s)},$$

which decays only as $1/s^2$. This slow decay matters. At fixed $s$ one has $w(s/k)\approx1-s^2/(12k^2)$, apparently a second-order effect, but its product with $1/s^2$ does not decay, and its integral diverges. The times $s\sim k$ therefore contribute at a lower order than the fixed-$s$ expansion suggests, and must be treated separately.

First take the explicit $1/k$ term in the exponential, with $w$ replaced by 1. Since $G'(s)=(1-e^{-s})/s$,

$$\int_0^\infty(1-e^{-s})e^{-2G}ds=\int_0^\infty sG'e^{-2G}ds=\Big[-\frac s2e^{-2G}\Big]_0^\infty+\frac12\int_0^\infty e^{-2G}ds=\frac{\theta_R}2 .$$

The boundary term vanishes at infinity because $se^{-2G}\sim1/s$. This early-time part is 0.3738.

Next take the effect of $w$ on the leading integral. Returning to $t=s/k$,

$$-\int_0^\infty e^{-2G(s)}[1-w(s/k)]ds=-\frac{e^{-2\gamma}}k\int_0^\infty e^{-2E_1(kt)}\Big[\frac1{t^2}-\frac1{4\sinh^2(t/2)}\Big]dt .$$

The bracket is the derivative $b'(t)$. It is positive because $\sinh x>x$, and the series for $b$ shows that it is at most $1/12$. Replacing $e^{-2E_1(kt)}$ by 1 changes the integral by at most $\frac1{12k}\int_0^\infty(1-e^{-2E_1(s)})ds$, which is of order $1/k$. The remaining integral is $b(\infty)-b(0)=\frac12$. The late-time part is thus $-e^{-2\gamma}/(2k)$, with coefficient $-0.1576$. The same estimate shows that replacing $w$ by 1 in the early-time part cost only a term of order $1/k^2$. Together,

$$\theta_k=\theta_R+\frac{c_1}k+O\Big(\frac1{k^2}\Big),\qquad c_1=\frac{\theta_R-e^{-2\gamma}}2=\frac{0.747598-0.315237}2=0.21618 .$$

The two signs have a physical reading. Early on, the lattice lets in more rods than the continuum does at the same $s$. Late in the process the continuum still has gaps barely longer than a rod, which fill arbitrarily slowly, and its missing coverage falls as $e^{-2\gamma}/s$. On the lattice the shortest gap that can still be filled has $k$ sites and fills at unit rate, so for $t\gg1$ the missing coverage falls as $e^{-t}$. Late arrivals are fewer, and this removes part of the early excess.

The next coefficient shows how soon the first-order law becomes useful. Four terms of order $1/k^2$ arise. Define $J_n=\int_0^\infty s^ne^{-s}e^{-2G}ds$. The square of $(1-e^{-s})/k$ gives, by the same integration by parts,

$$\frac12\int_0^\infty(1-e^{-s})^2e^{-2G}ds=\frac14\int_0^\infty(1-e^{-s}+se^{-s})e^{-2G}ds=\frac{\theta_R}8+\frac{J_1}4 .$$

In $r$, times $u\sim1/k$ dominate, so $b\approx u/12$ and $k^2r\to\frac16[1-(1+s)e^{-s}]$, which contributes $\theta_R/12-J_1/6$. The product of $w-1$ with the early-time term contributes $-e^{-2\gamma}/2$. Finally, the factor $e^{-2E_1}$ dropped above restores

$$\frac{e^{-2\gamma}}{12}\int_0^\infty(1-e^{-2E_1})ds=\frac{e^{-2\gamma}}6\int_0^\infty e^{-s}e^{-2E_1}ds=\frac{J_2}6 ,$$

by parts with $E_1'=-e^{-s}/s$. The same derivative gives $J_1=e^{-2\gamma}\int_0^\infty(e^{-s}/s)e^{-2E_1}ds=e^{-2\gamma}/2$. Adding the four terms, with $J_2=0.14994$,

$$c_2=\frac{5\theta_R}{24}-\frac{11e^{-2\gamma}}{24}+\frac{J_2}6=0.0363 .$$

| $k$ | $\theta_k$ | to order $1/k$ | to order $1/k^2$ |
|---|---|---|---|
| 2 | 0.86466 | 0.85569 | 0.86475 |
| 5 | 0.79228 | 0.79083 | 0.79228 |
| 20 | 0.75850 | 0.75841 | 0.75850 |
| 100 | 0.74976 | 0.74976 | 0.74976 |

The scaled excess $k(\theta_k-\theta_R)$ is 0.234 at $k=2$ and 0.2165 at $k=100$. The number 0.2162 is thus a limiting coefficient, and at the finite $k$ computed here the excess is slightly larger than $0.2162/k$.

A different route avoids time altogether. Let $N(L)$ be the mean number of rods that finally fit in a gap of $L$ free sites. The first rod lands with equal probability at any of $L-k+1$ positions and leaves two independent gaps of total length $L-k$, so

$$N(L)=1+\frac2{L-k+1}\sum_{i=0}^{L-k}N(i),\qquad N(L)=0\ \text{for}\ L<k .$$

Coverages obtained from this recursion at $k=20,40,80,160,320$, extrapolated by a polynomial in $1/k$, give $\theta_R=0.7475979$, $c_1=0.2161806$ and $c_2=0.03626$, in agreement with the derived values.

The recursion also gives the effect of row ends. Multiply it by $L-k+1$ and subtract the same relation for $L-1$:

$$(L-k+1)N(L)-(L-k)N(L-1)=1+2N(L-k).$$

For a long gap insert $N=aL+c$. The terms in $L$ cancel, and the constants require $c=ak-1$. The slope is the bulk rod density, $a=\theta_k/k$, so $kN(L)=\theta_k(L+k)-k$. Dividing by $L$ shows that the ends lower the mean coverage by $(1-\theta_k)k/L$.

As an example, consider a flat-lying, rod-shaped inhibitor for area-selective deposition, bound along the dimer rows of Si(001). Rough values are a site spacing of 0.38 nm, a row spacing of 0.77 nm and a molecular width of 0.5 nm. The width leaves 0.27 nm between molecules on adjacent rows, so the rows are treated as independent. A footprint of five sites is 1.9 nm long. The model gives $\theta_5=0.792$. The Rényi value is too low by 0.045, or 5.6% of $\theta_5$. The rod density is

$$\frac{0.792}{5\times0.38\times0.77\ \mathrm{nm^2}}\approx0.54\ \mathrm{nm^{-2}},$$

and the mean free length per rod is $1.9\,(1/0.792-1)\approx0.50$ nm. In this model 21% of the sites stay open, so a jammed inhibitor layer does not by itself exclude a smaller reactant that needs only one free site.

The dose must suffice to reach jamming. Take a molecular mass of 170 u, 400 K, a pressure of 1 mTorr and a chosen reaction probability of 0.01. The gas-kinetic flux $p/\sqrt{2\pi mk_BT}$, times the cell area $0.38\times0.77\ \mathrm{nm^2}$ and the reaction probability, gives about 4 attempts per second at each position. A pulse of 1 s thus reaches $t\approx4$. At late times $P_k\approx e^{-t-2H_{k-1}}$ with $H_4=1+\frac12+\frac13+\frac14=\frac{25}{12}$, so the missing coverage is $5e^{-25/6}e^{-4}\approx0.001$.

How far does a real row depart from the model? On a terrace of 100 nm, or about 260 sites, the ends lower the coverage by $0.208\times5/260=0.004$. Missing dimers matter more if a rod needs all $k$ sites beneath it intact, which is assumed in what follows. If each site is intact with probability $q$, then $P_n(0)=q^n$, and the hierarchy is solved by $P_n=P_k(qe^{-t})^{n-k}$, which gives

$$\theta=kq^k\int_0^\infty\exp\Big[-t-2\sum_{j=1}^{k-1}\frac{q^j(1-e^{-jt})}j\Big]dt .$$

For 2% missing dimers the coverage, counted over all sites, falls by 0.037, about four fifths of the excess over the Rényi value. This figure depends on the assumption just made: a molecule that bonds at only one or two of the sites it blocks can span a vacancy, and the loss is then only a few thousandths, comparable to the effect of the row ends. A footprint of four or six sites instead of five changes it by $+0.012$ or $-0.008$. With assumed barriers of 1.6 eV for hopping and 1.8 eV for desorption, and a prefactor of $10^{13}\ \mathrm{s^{-1}}$, a rod makes about $10^{-6}$ hops in 10 s, and a fraction of about $2\times10^{-9}$ desorbs. Both are negligible here, but they depend exponentially on the barriers.

The largest change found comes from the assumption that a blocked molecule simply departs. Suppose instead that it slides off the rod it has struck, toward the side on which it overhangs, binds there if there is room, and otherwise departs without trying the other side. Each edge of a gap then receives extra landings from $k-1$ partly overlapping positions, and half of those exactly on top of the neighbouring rod, a total weight $a_e=k-\frac12$. The recursion becomes

$$N(L)=1+\frac{2\sum_{i=0}^{L-k}N(i)+2a_eN(L-k)}{L-k+1+2a_e},$$

and the coverage for $k=5$ rises by 0.047 to 0.840. Single simulations on a ring of 30 000 sites gave 0.794 without sliding and 0.840 with it, which supports the size of the shift though not its third digit. For $k=5$ this shift happens to be about as large as the lattice correction itself. A molecule held in a mobile precursor state could search farther than this single slide, a case not computed here. The coefficient 0.2162 therefore belongs to landing without sliding on a defect-free row; molecules that can also bind across rows pose a two-dimensional problem, to which it does not carry over. The remaining computed values are in the numerical output.

## Calculated quantities

```
Renyi coverage theta_R             0.7475979
exp(-2 gamma)                      0.3152368
early-time part of c1              0.3737990
late-time part of c1               -0.1576184
c1 from formula                    0.2161806
c1 from recursion data             0.2161806
theta_R from recursion data        0.7475979
J2                                 0.149939
c2 from formula                    0.03626
c2 from recursion data             0.03626
ring Markov chain, largest error   6.0e-08
k, theta_k, first order, second order, k*(theta_k-theta_R)
   2 0.864665 0.855688 0.864752 0.23413
   3 0.823653 0.819658 0.823687 0.22817
   5 0.792276 0.790834 0.792284 0.22339
  10 0.769577 0.769216 0.769579 0.21979
  20 0.758497 0.758407 0.758498 0.21799
 100 0.749763 0.749760 0.749763 0.21654
EXAMPLE: rods on Si(001) dimer rows, rough values
footprint                          5 sites
site spacing, row spacing          0.384, 0.768 nm
footprint length                   1.92 nm
molecular width                    0.5 nm
clearance between rows             0.268 nm
jamming coverage theta_5           0.79228
first-order, second-order value    0.79083, 0.79228
excess over Renyi coverage         0.04468
rod density                        0.5373 per nm2
mean free length per rod           0.503 nm
temperature, molecular mass        400 K, 170 u
pressure, pulse                    1.0 mTorr, 1.0 s
reaction probability               0.01
attempt rate per position          3.973 per s
dimensionless dose t               3.973
NEGLECTED EFFECTS: change of coverage
finite dose                        -0.00149
row ends, 100 nm = 260 sites       -0.00399
missing dimers, fraction 0.02      -0.03661
footprint 4 instead of 5           +0.01162
footprint 6 instead of 5           -0.00765
sliding into gaps                  +0.04723
coverage with sliding              0.83950
simulated: plain, sliding          0.7942, 0.8397
barriers: hop, desorption          1.6, 1.8 eV
prefactor, holding time            1e+13 per s, 10.0 s
hops per rod in holding time       1.4e-06
fraction desorbed in holding time  2.1e-09
```
